# Airy and WKB transmission through a finite triangular barrier: test program

```python
# Transmission through a finite triangular barrier: Airy solution versus WKB.
# Potential: -W for x<0, V0*(1-x/d) for 0<x<d, 0 for x>d; one mass m.
# Result under test: T = R * P * exp(-2S), P = 4 k kappa/(k^2+kappa^2).
# R-1 is of order 1/S for an opaque barrier; R tends to a finite limit as d->0
# at fixed energy E, but diverges as (V0-E)^(-1/2) as E->V0 at fixed d.
# k, k_right: wave numbers in metal and semiconductor; kappa: decay constant at x=0;
# ell: Airy length; z0, s: scaled barrier height above E and scaled energy;
# S, eta: WKB action under the barrier and phase from turning point to x=d.
# Energies in eV, lengths in nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import airy

MASS_RATIO = 0.3
V0 = 0.6
W_METAL = 10.0
H2M = const.hbar**2 / (2 * MASS_RATIO * const.m_e) / const.e * 1e18  # eV nm^2


def parameters(E, d, W=W_METAL):
    force = V0 / d
    ell = (H2M / force) ** (1 / 3)
    z0 = (V0 - E) / (force * ell)
    s = E / (force * ell)
    return dict(k=np.sqrt((E + W) / H2M), k_right=np.sqrt(E / H2M),
                kappa=np.sqrt((V0 - E) / H2M), ell=ell, z0=z0, s=s,
                S=2 / 3 * z0**1.5, eta=2 / 3 * s**1.5, force=force)


def transmission_airy(E, d, W=W_METAL):
    p = parameters(E, d, W)
    k, kr, ell = p["k"], p["k_right"], p["ell"]
    a0, da0, b0, db0 = airy(p["z0"])
    a1, da1, b1, db1 = airy(-p["s"])
    m11 = np.pi * (a0 * db1 - b0 * da1)
    m12 = np.pi * ell * (a0 * b1 - b0 * a1)
    m21 = -np.pi / ell * (da0 * db1 - db0 * da1)
    m22 = np.pi * (db0 * a1 - da0 * b1)
    return 4 * k * kr / ((k * m11 + kr * m22)**2 + (k * kr * m12 - m21)**2)


def transmission_ode(E, d, W=W_METAL):
    """Integrate the Schroedinger equation from the outgoing wave back to x=0."""
    k, kr = np.sqrt((E + W) / H2M), np.sqrt(E / H2M)

    def rhs(x, y):
        return [y[1], (V0 * (1 - x / d) - E) / H2M * y[0]]

    sol = solve_ivp(rhs, (d, 0.0), np.array([1.0, 1j * kr], dtype=complex),
                    method="DOP853", rtol=1e-11, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    incident = 0.5 * (psi + dpsi / (1j * k))
    return kr / (k * abs(incident)**2)


def face_prefactor(p):
    return 4 * p["k"] * p["kappa"] / (p["k"]**2 + p["kappa"]**2)


def ratio_to_matched_wkb(E, d, W=W_METAL):
    p = parameters(E, d, W)
    return transmission_airy(E, d, W) / (face_prefactor(p) * np.exp(-2 * p["S"]))


def first_order_ratio(p):
    k2, q2 = p["k"]**2, p["kappa"]**2
    return (1 - (5 * k2 - 7 * q2) / (36 * p["S"] * (k2 + q2))
            + np.cos(2 * p["eta"]) / (6 * p["eta"]))


def separate_factors(E, d, W=W_METAL):
    """Entrance and exit corrections, and the factorized transmission."""
    p = parameters(E, d, W)
    k, kap, ell, s = p["k"], p["kappa"], p["ell"], p["s"]
    _, _, b0, db0 = airy(p["z0"])
    a1, da1, _, _ = airy(-s)
    face = k**2 * b0**2 + db0**2 / ell**2
    end = da1**2 + s * a1**2
    entrance = (k**2 + kap**2) * np.exp(2 * p["S"]) / (np.pi * kap * ell) / face
    exit_factor = np.sqrt(s) / (np.pi * end)
    t_fact = 4 * k * p["k_right"] / (np.pi**2 * face * end)
    return entrance, exit_factor, t_fact


# Airy transmission against direct integration
for E, d in [(0.2, 20.0), (0.2, 5.0), (0.2, 0.5), (0.5, 10.0), (0.05, 3.0)]:
    t_ode = transmission_ode(E, d)
    assert abs(transmission_airy(E, d) / t_ode - 1) < 1e-7

# action by quadrature, and local WKB criterion at the metal face
E_FIX = 0.2
p10 = parameters(E_FIX, 10.0)
x_turn = (V0 - E_FIX) / p10["force"]


def local_kappa(x):
    return np.sqrt(max(V0 * (1 - x / 10.0) - E_FIX, 0.0) / H2M)


action = quad(local_kappa, 0, x_turn)[0]
assert abs(action / p10["S"] - 1) < 1e-7
step = 1e-4
slope = (local_kappa(step) - local_kappa(-step)) / (2 * step)
criterion = abs(slope) / local_kappa(0.0)**2
assert abs(criterion * 3 * action - 1) < 1e-6

# factorization of an opaque barrier, error of order exp(-2S)
for E, d in [(0.2, 3.0), (0.2, 5.0), (0.2, 10.0), (0.05, 5.0)]:
    t_fact = separate_factors(E, d)[2]
    bound = 3 * np.exp(-2 * parameters(E, d)["S"]) + 1e-10
    assert abs(t_fact / transmission_airy(E, d) - 1) < bound

# first-order law: the remainder must be of second order in 1/S
for W in (W_METAL, 0.2):
    for d in (20.0, 40.0, 80.0, 160.0, 240.0):
        p = parameters(E_FIX, d, W)
        remainder = ratio_to_matched_wkb(E_FIX, d, W) - first_order_ratio(p)
        assert abs(remainder) < 1.5 / p["S"]**2

# vanishing width: potential step
k, kr = p10["k"], p10["k_right"]
t_step = 4 * k * kr / (k + kr)**2
assert abs(transmission_ode(E_FIX, 1e-4) / t_step - 1) < 1e-3

# energy at the barrier top: closed form for a long ramp
D_FIX = 10.0
top = parameters(V0, D_FIX)
q_top = top["k"] * top["ell"]
ai0, dai0, _, _ = airy(0.0)
t_top_formula = 2 / (1 + 2 * np.pi * q_top * ai0**2 + 2 * np.pi * dai0**2 / q_top)
t_top = transmission_ode(V0, D_FIX)
assert abs(t_top / t_top_formula - 1) < 0.02  # reflection at the kink x=d

# divergence of the ratio just below the top
gap = 1e-4
near = parameters(V0 - gap, D_FIX)
r_near = transmission_ode(V0 - gap, D_FIX) / (
    face_prefactor(near) * np.exp(-2 * near["S"]))
r_law = t_top_formula * top["k"] / (4 * near["kappa"])
assert abs(r_near / r_law - 1) < 0.025

# worked example
k2, q2 = p10["k"]**2, p10["kappa"]**2
envelope = abs(5 * k2 - 7 * q2) / (36 * (k2 + q2)) + p10["S"] / (6 * p10["eta"])
print(f"mass = {MASS_RATIO} m_e, V0 = {V0} eV, W = {W_METAL} eV")
print(f"hbar^2/(2m) = {H2M:.5f} eV nm^2")
print(f"Route 1: E = {E_FIX} eV fixed, d reduced")
print(f"k = {k:.4f}, k_R = {kr:.4f}, kappa = {p10['kappa']:.4f} 1/nm")
print(f"face prefactor P = {face_prefactor(p10):.4f}")
print(f"eta/S = {p10['eta'] / p10['S']:.4f}, envelope constant C = {envelope:.4f}")
print(f"d = 10 nm: F = {p10['force']:.4f} eV/nm, ell = {p10['ell']:.4f} nm")
print(f"d = 10 nm: x_t = {x_turn:.4f} nm, z0 = {p10['z0']:.4f}, s = {p10['s']:.4f}")
print(f"d = 10 nm: S = {p10['S']:.4f}, eta = {p10['eta']:.4f}")
print(f"d = 10 nm: |kappa'|/kappa^2 at face = {criterion:.5f}")
widths = (20.0, 10.0, 5.0, 3.0, 2.0, 1.0, 0.5, 0.1)
print("d/nm    S       T          exp(-2S)   T/exp(-2S)  R")
for d in widths:
    p = parameters(E_FIX, d)
    t, bare = transmission_airy(E_FIX, d), np.exp(-2 * p["S"])
    print(f"{d:5.1f} {p['S']:8.4f} {t:.4e} {bare:.4e} {t / bare:8.4f} "
          f"{ratio_to_matched_wkb(E_FIX, d):8.4f}")
print("d/nm  R first order  entrance  exit  multiple reflection")
for d in widths[:6]:
    g_in, g_out, t_fact = separate_factors(E_FIX, d)
    print(f"{d:5.1f} {first_order_ratio(parameters(E_FIX, d)):9.4f} {g_in:9.4f} "
          f"{g_out:9.4f} {transmission_airy(E_FIX, d) / t_fact:9.4f}")
print(f"d -> 0: T = {t_step:.4f}, R = {t_step / face_prefactor(p10):.4f}")
print(f"Route 2: d = {D_FIX} nm fixed, E raised")
print(f"crossover energy F*ell = {top['force'] * top['ell']:.4f} eV")
print("E/eV    S        P        T          P exp(-2S)  T/exp(-2S)  R")
for E in (0.2, 0.3, 0.4, 0.5, 0.55, 0.59, 0.599, 0.5999):
    p = parameters(E, D_FIX)
    t, pre, bare = transmission_airy(E, D_FIX), face_prefactor(p), np.exp(-2 * p["S"])
    print(f"{E:6.4f} {p['S']:8.5f} {pre:7.4f} {t:.4e} {pre * bare:.4e} "
          f"{t / bare:8.4f} {t / (pre * bare):8.4f}")
print(f"at top: k = {top['k']:.4f} 1/nm, q = k*ell = {q_top:.4f}")
print(f"at top: T integrated = {t_top:.5f}, long-ramp formula = {t_top_formula:.5f}")
print(f"V0-E = {gap:.4f} eV: R = {r_near:.4f}, divergence law = {r_law:.4f}")
print("tests ok")
```

It prints:

```
mass = 0.3 m_e, V0 = 0.6 eV, W = 10.0 eV
hbar^2/(2m) = 0.12700 eV nm^2
Route 1: E = 0.2 eV fixed, d reduced
k = 8.9619, k_R = 1.2549, kappa = 1.7747 1/nm
face prefactor P = 0.7622
eta/S = 0.3536, envelope constant C = 0.5977
d = 10 nm: F = 0.0600 eV/nm, ell = 1.2840 nm
d = 10 nm: x_t = 6.6667 nm, z0 = 5.1923, s = 2.5961
d = 10 nm: S = 7.8876, eta = 2.7887
d = 10 nm: |kappa'|/kappa^2 at face = 0.04226
d/nm    S       T          exp(-2S)   T/exp(-2S)  R
 20.0  15.7753 1.5034e-14 1.9851e-14   0.7573   0.9936
 10.0   7.8876 1.0950e-07 1.4089e-07   0.7772   1.0196
  5.0   3.9438 2.5171e-04 3.7536e-04   0.6706   0.8798
  3.0   2.3663 6.4012e-03 8.8037e-03   0.7271   0.9539
  2.0   1.5775 3.3556e-02 4.2636e-02   0.7870   1.0325
  1.0   0.7888 1.6795e-01 2.0649e-01   0.8134   1.0671
  0.5   0.3944 3.2421e-01 4.5441e-01   0.7135   0.9361
  0.1   0.0789 4.2567e-01 8.5406e-01   0.4984   0.6539
d/nm  R first order  entrance  exit  multiple reflection
 20.0    0.9967    0.9917    1.0018    1.0000
 10.0    1.0295    0.9829    1.0373    1.0000
  5.0    0.8558    0.9625    0.9142    0.9999
  3.0    0.9263    0.9285    1.0294    0.9980
  2.0    1.0513    0.8879    1.1764    0.9885
  1.0    1.3469    0.8400    1.4122    0.8995
d -> 0: T = 0.4310, R = 0.5654
Route 2: d = 10.0 nm fixed, E raised
crossover energy F*ell = 0.0770 eV
E/eV    S        P        T          P exp(-2S)  T/exp(-2S)  R
0.2000  7.88763  0.7622 1.0950e-07 1.0739e-07   0.7772   1.0196
0.3000  5.12317  0.6633 2.2332e-05 2.3540e-05   0.6293   0.9487
0.4000  2.78870  0.5442 1.8916e-03 2.0585e-03   0.5001   0.9189
0.5000  0.98595  0.3867 4.3353e-02 5.3822e-02   0.3115   0.8055
0.5500  0.34859  0.2741 1.1210e-01 1.3649e-01   0.2251   0.8213
0.5900  0.03118  0.1228 1.7601e-01 1.1538e-01   0.1873   1.5255
0.5990  0.00099  0.0388 1.9024e-01 3.8773e-02   0.1906   4.9066
0.5999  0.00003  0.0123 1.9168e-01 1.2285e-02   0.1917  15.6024
at top: k = 9.1359 1/nm, q = k*ell = 11.7301
at top: T integrated = 0.19184, long-ramp formula = 0.19369
V0-E = 0.0001 eV: R = 15.6024, divergence law = 15.7653
tests ok
```
